# Koster–Slater scattering: from Born's divergence to the vacancy resistivity

## A half-filled band with one bad site

Let electrons hop with amplitude $-t$ ($t>0$) between neighbouring sites of a simple cubic lattice of constant $a$, one orbital per site. The band is

$$\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za),\qquad -6t\le\varepsilon\le 6t .$$

One site, called 0, has its energy raised by $U$, so the perturbation is $V=U|0\rangle\langle0|$. The on-site Green function of the clean lattice is

$$G_0(E)=\langle0|(E+i0-H_0)^{-1}|0\rangle=\int\frac{\rho(\varepsilon)\,d\varepsilon}{E+i0-\varepsilon},\qquad \mathrm{Im}\,G_0=-\pi\rho,$$

with $\rho$ the density of states per site and per spin. Shifting every $k_ia$ by $\pi$ reverses the sign of $\varepsilon_{\mathbf k}$, so $\rho$ is even. At the band centre $E=0$, the Fermi energy of a half-filled band, the real part is therefore the integral of an odd function and vanishes: $G_0(0)=-i\pi\rho$.

An electron can meet the bad site once, or return to it any number of times. Adding the amplitudes gives

$$T=U+UG_0U+UG_0UG_0U+\dots=\frac{U}{1+i\pi\rho U},\qquad |T|^2=\frac{U^2}{1+(\pi\rho U)^2}.$$

The Born approximation keeps the first term, $|T|^2\to U^2$, and grows without bound. The summed result saturates at $1/(\pi\rho)^2$. With $t=1$ eV, $\pi\rho=0.448$ per eV. For $U=3$ eV the true strength is $1/(1+1.81)=0.356$ of Born's, and for a missing atom, $U\to\infty$, Born gives no answer. A usable scheme needs the sum at every energy, and hence the complex function $G_0(E)$, not the density of states alone.

## The sum without the series

The geometric series converges only for $|UG_0|<1$, which at the band centre means $U<2.2$ eV. The operator equation $\hat T=V+VG\hat T$, with $G$ the clean resolvent $(E+i0-H_0)^{-1}$, has no such restriction. Since $V$ begins and ends on site 0, $\hat T=T|0\rangle\langle0|$, and

$$T=U+UG_0T\quad\Rightarrow\quad T(E)=\frac{U}{1-UG_0(E)} .$$

Inside the band $\mathrm{Im}\,G_0\neq0$, so the denominator cannot vanish. Dividing by $U$ and letting $U\to\infty$,

$$T=\frac1{1/U-G_0}\;\to\;-\frac1{G_0(E)} .$$

This limit describes a removed site. The full resolvent becomes

$$G_{\rm vac}=G-G|0\rangle\frac1{G_0}\langle0|G .$$

Taking $\langle0|$ on the left gives $\langle0|G-\langle0|G=0$, and likewise on the right, so $G_{\rm vac}$ lives on the other sites. Let $P=1-|0\rangle\langle0|$. Because $(E-H_0)G=1$,

$$P(E-H_0)G_{\rm vac}=P-P|0\rangle\frac1{G_0}\langle0|G=P .$$

Since $G_{\rm vac}=PG_{\rm vac}P$, this says that $G_{\rm vac}$ inverts $P(E-H_0)P$, the Hamiltonian with the site and its bonds deleted. As a test, a site was deleted from a $10^3$-site periodic lattice and the matrix inverted at $E=(0.5+2.5i)t$. The diagonal element on a neighbouring site differed from the formula by $2\times10^{-6}/t$.

## Computing $G_0$ on the real axis

A direct sum over $\mathbf k$ fails here: on the real axis its terms have poles, and a small imaginary part added to tame them smears the band. Doing two of the three momentum averages in closed form removes the poles.

For the square lattice put $k_xa=p+q$, $k_ya=p-q$, which covers the Brillouin zone evenly. Then $\cos k_xa+\cos k_ya=2\cos p\cos q$. For real $z>4t$, using $\int_0^{2\pi}\frac{dp}{2\pi}(z+A\cos p)^{-1}=(z^2-A^2)^{-1/2}$,

$$G_2(z)=\int_0^{2\pi}\!\frac{dq}{2\pi}\frac1{\sqrt{z^2-16t^2\cos^2q}}
=\frac2\pi\int_0^{\pi/2}\!\frac{dq}{\sqrt{\alpha^2\sin^2q+\beta^2\cos^2q}},$$

with $\alpha=z$ and $\beta=\sqrt{z^2-16t^2}$. Replacing $q$ by $\pi/2-q$ and setting $x=\beta\tan q$ turns this into

$$I(\alpha,\beta)=\frac2\pi\int_0^\infty\frac{dx}{\sqrt{(x^2+\alpha^2)(x^2+\beta^2)}} .$$

Now let $u=(x-\alpha\beta/x)/2$, which runs from $-\infty$ to $\infty$. Multiplying out shows that $(x^2+\alpha^2)(x^2+\beta^2)=4x^2[u^2+(\alpha+\beta)^2/4]$. Also $du=\frac{dx}{2x}(x+\alpha\beta/x)=\frac{dx}{x}\sqrt{u^2+\alpha\beta}$. Hence

$$I(\alpha,\beta)=\frac2\pi\int_{-\infty}^{\infty}\frac{du}{2\sqrt{(u^2+\frac{(\alpha+\beta)^2}4)(u^2+\alpha\beta)}}=I\!\left(\tfrac{\alpha+\beta}2,\sqrt{\alpha\beta}\right).$$

Repeating the step drives both arguments to a common value, the arithmetic-geometric mean $\mathrm{AGM}(\alpha,\beta)$, and $I(m,m)=1/m$. So

$$G_2(z)=\frac1{\mathrm{AGM}\big(z,\sqrt{z-4t}\sqrt{z+4t}\big)} .$$

For $\mathrm{Im}\,z>0$ the ratio $r=\beta/\alpha=\sqrt{1-16t^2/z^2}$ has positive real part, because $1-16t^2/z^2$ never reaches the negative real axis. One step sends $r$ to $2/(\sqrt r+1/\sqrt r)$, whose real part is again positive. The continuation is therefore smooth if, at each step, the sign of the geometric mean is chosen so that its ratio to the arithmetic mean has positive real part. Real energies are the limit from above.

The third average, with $\theta=k_za$, is numerical:

$$G_0(E)=\frac1\pi\int_0^\pi G_2(E+2t\cos\theta)\,d\theta .$$

$G_2$ is singular, but integrable, at $z=0$ and $z=\pm4t$. The interval is cut wherever $E+2t\cos\theta$ meets one of these values, and the quadrature nodes are crowded towards the cuts.

An independent route is the time integral. The amplitude to be back on site 0 after time $\hbar s/t$ is the average of $e^{-i\varepsilon s/t}$, which factorizes into $J_0(2s)^3$, so $G_0=-(i/t)\int_0^\infty e^{iEs/t}J_0(2s)^3ds$. The two agreed within $5\times10^{-5}/t$ at $E=-3.3t$, $0.7t$ and $4.4t$.

## From $T$ to a lifetime

Let a small fraction $c$ of the $N$ sites be defects at random positions $\mathbf r_j$. The matrix element between Bloch waves is $(T/N)\sum_je^{i(\mathbf k-\mathbf k')\cdot\mathbf r_j}$. In its squared modulus the cross terms average out for $\mathbf k'\ne\mathbf k$, leaving $cN|T|^2/N^2$. The sum over final states supplies $N\rho$:

$$\frac1\tau=\frac{2\pi}\hbar\,c\,\rho\,|T|^2 .$$

This is first order in $c$. It agrees with the loss from the forward wave: from $1/T=1/U-G_0$ we have $\mathrm{Im}(1/T)=\pi\rho$, while $\mathrm{Im}(1/T)=-\mathrm{Im}\,T/|T|^2$, so $-\mathrm{Im}\,T=\pi\rho|T|^2$ and $1/\tau=-2c\,\mathrm{Im}\,T/\hbar$.

Resistivity needs the decay time of the current, which in general differs from $\tau$. Write the distribution as $f_0+(-f_0')\phi_{\mathbf k}$ in a field $F$ along $x$. The linearized Boltzmann equation is

$$eFv_x=-\frac{\phi_{\mathbf k}-\langle\phi\rangle}{\tau},$$

where $\langle\phi\rangle$ is the average over the energy shell; it appears in this form because $|T|^2$ does not depend on direction. The solution $\phi=-eF\tau v_x$ is odd in $\mathbf k$, so $\langle\phi\rangle=0$ and the two times coincide.

Both statements were tested together. A plane wave of energy $0.729t$ was evolved on a $33\times37\times41$ lattice with 1% of defects, averaged over four random arrangements, and the decay was fitted between times $6\hbar/t$ and $24\hbar/t$. In units of $t/\hbar$, the survival probability and the mean velocity decayed at 0.0436 and 0.0434 for vacancies, where $T$ predicts 0.0435. For $U=3t$ they decayed at 0.0329 and 0.0326, against a predicted 0.0331. Born gives 0.0808. The third digit is sampling noise: other sets of four arrangements give 0.043 to 0.046 for vacancies and 0.033 to 0.034 for $U=3t$, so the agreement holds to about 5%.

## From lifetime to resistivity

The current density is $-(2e/Na^3)\sum_{\mathbf k}v_x(-f_0')\phi_{\mathbf k}$, with 2 for spin. At low temperature $-f_0'=\delta(E_F-\varepsilon)$, so

$$\sigma=\frac{2e^2\tau}{a^3}\Phi,\qquad \Phi=\frac1N\sum_{\mathbf k}v_x^2\,\delta(E_F-\varepsilon_{\mathbf k}) .$$

No shell integral is needed for $\Phi$. Let $\Theta$ be the unit step. Since $\partial\Theta(E_F-\varepsilon)/\partial k_x=-\hbar v_x\delta(E_F-\varepsilon)$, integrating by parts over the periodic zone gives

$$\Phi=\frac1{\hbar N}\sum_{\mathbf k}\Theta(E_F-\varepsilon_{\mathbf k})\frac{\partial v_x}{\partial k_x},\qquad \frac{\partial v_x}{\partial k_x}=\frac{2ta^2}{\hbar^2}\,\hbar\cos k_xa .$$

By cubic symmetry $\cos k_xa$ may be replaced by the mean of the three cosines, $-\varepsilon/6t$. Therefore

$$\Phi=-\frac{a^2}{3\hbar^2}M,\qquad M(E_F)=\int_{-6t}^{E_F}\varepsilon\rho(\varepsilon)\,d\varepsilon<0 .$$

Inserting $\tau$ and $\Phi$ into $R=1/\sigma$,

$$R=\frac{a^3}{2e^2}\cdot\frac{2\pi c\rho|T|^2}{\hbar}\cdot\frac{3\hbar^2}{a^2|M|}=\frac{3\pi\hbar a\,c}{e^2}\,\frac{\rho|T|^2}{|M|},\qquad \frac R{R_{\rm Born}}=\frac1{|1-UG_0|^2}.$$

The last fraction in $R$ is dimensionless: at fixed filling and $U/t$, $R$ does not depend on the bandwidth.

## The map against filling

Take $t=1$ eV and $a=0.25$ nm. For vacancies at half filling, $\rho=0.1427$ per eV, $|T|=2.231$ eV and $|M|=1.002$ eV, so $\rho|T|^2/|M|=0.709$. With $\hbar a/e^2=102.7$ µΩ cm and $c=0.01$, $R=3\pi\times0.01\times102.7\times0.709=6.86$ µΩ cm.

For other fillings $n=2\int^{E_F}\!\rho\,d\varepsilon$ electrons per site, $E_F$ is found by root search. Resistivities are in µΩ cm per atomic percent, with $U=3$ eV held fixed in the last two columns.

| $n$ | $E_F$ (eV) | vacancy | $T$-matrix | Born |
|---|---|---|---|---|
| 0.10 | −4.15 | 18.5 | 4.59 | 16.3 |
| 0.50 | −1.75 | 7.19 | 3.59 | 16.0 |
| 1.00 | 0 | 6.86 | 4.42 | 12.4 |
| 1.50 | 1.75 | 7.19 | 8.05 | 16.0 |
| 1.75 | 2.89 | 9.94 | 24.8 | 13.4 |
| 1.90 | 4.15 | 18.5 | 77.7 | 16.3 |

The vacancy column is symmetric because $G_0(-E)=-G_0(E)^*$ leaves $\rho$ and $|T|$ unchanged, and $M(-E)=M(E)$ since $\varepsilon\rho(\varepsilon)$ is odd. It dips to about 6.3 near $n=0.43$ and $1.57$, where $E_F$ passes the van Hove energies $\mp2t$, and rises towards the band edges. All these numbers are slopes of $R$ against $c$ in the dilute limit. At an actual 1%, a coherent-potential calculation moves the vacancy and $T$-matrix entries tried by up to about 2%, and lifetime broadening fills the sharp dip to about 6.7. Near the bottom, with $k$ the Fermi wavenumber, $\rho\propto k$ and $|M|\approx6t\,n/2\propto k^3$, while $G_0$ tends to a finite value. Hence $R\propto k^{-2}\propto n^{-2/3}$ as $n\to0$ at fixed $c$, as long as the electron wavelength stays well below the mean free path. This law belongs to the unscreened vacancy; charge neutrality, treated below, reverses the trend.

For $U=3$ eV the error of Born changes sign within the band. At $E=-4$ eV, $G_0=-0.281-0.152i$ per eV, and $|1-UG_0|^2=1.84^2+0.46^2=3.6$: Born is too large. At $E=+4$ eV the real part is reversed, and $0.16^2+0.46^2=0.23$: Born is too small by a factor of about 4. Here $U\,\mathrm{Re}\,G_0=0.84$ nearly cancels the 1 in the denominator and $U|\mathrm{Im}\,G_0|$ is small, so successive visits reinforce one another. This is not a resonance at a definite energy: $U\,\mathrm{Re}\,G_0$ stays below 1 throughout the band, and the enhancement keeps growing towards the band top. Both conditions are needed: at $E=+2$ eV, $U\,\mathrm{Re}\,G_0=0.96$, but $U|\mathrm{Im}\,G_0|=1.36$ and Born is still too large. Born and $T$-matrix cross at $n=1.64$, where $|1-UG_0|=1$. An attractive defect gives the mirror image, $R(n,-U)=R(2-n,U)$.

In the table, from $n=1.50$ upwards, a 3 eV defect also scatters more than a vacancy. Comparing $|1/U-G_0|^2$ with $|G_0|^2$ shows that this happens when $\mathrm{Re}\,G_0>1/(2U)$. The vacancy is thus the limit of large $U$, not an upper bound on the scattering.

How large must $U$ be? Expanding for large $U$, $|T|^2\approx|G_0|^{-2}[1+(2/U)\,\mathrm{Re}(1/G_0)]$. At half filling the linear term vanishes and the approach is quadratic: $U=10$ eV gives 6.53 µΩ cm per atomic percent, 5% below the vacancy, while Born gives 138. At the weak end, $U=0.3$ eV, Born is 2% too high.

## What the vacancy model leaves unscreened

A metal screens a defect until it is neutral, and the model must be held to that. From $G_{\rm vac}$ and $\langle0|G^2|0\rangle=-dG_0/dE$, the trace changes by $d\ln G_0/dE$. Its imaginary part times $-2/\pi$, integrated from below the band, where $\arg G_0=-\pi$, gives the change in electron number

$$\Delta N=-\frac2\pi\arg(-G_0(E_F)) .$$

Removing a neutral atom should remove $n$ electrons. At $n=1$, $-G_0=i\pi\rho$ and $\Delta N=-1$, as required. At $n=0.5$ and $0.25$ the model gives $-0.73$ and $-0.43$, too many electrons displaced.

To size the effect, note that $|T|^2=\sin^2\delta/(\pi\rho)^2$ with $|\delta|=\arg(-G_0)$. Neutrality within this single channel would require $|\delta|=\pi n/2$, which multiplies the resistivity by 0.60 at $n=0.5$ and 0.37 at $n=0.25$. At $n=0.10$ the factor is only 0.12, and it is the same at $2-n$ as at $n$. With it the vacancy resistivity falls towards the band edges, as $n^{2/3}$ for $n\to0$, instead of rising; the fall is interrupted only by a local dip at each van Hove energy. The rise in the table is thus a property of the unscreened model, not a prediction for neutral vacancies in a metal. The same objection applies to a fixed $U$: the columns above compare formulas, not a series of alloys.

## Beside a real metal

The parameters are roughly those of a monovalent metal such as copper, whose atomic volume is about 0.012 nm³ against $a^3=0.016$ nm³ here. Copper is face-centred cubic and has d bands, which the model lacks. Its vacancy resistivity is of order 1 µΩ cm per atomic percent, several times below the model's 6.9. Part of the gap is band shape: for free electrons with one electron per atom, pure s scattering with $\delta=\pi/2$ gives $R=4\pi\hbar c/(e^2k_F)$, with $k_F$ the Fermi wavenumber, which is 4.2 at the model's density and 3.8 at copper's. Another assumption that fails is the single-site potential: screening charge on the neighbours also scatters p waves. In a free-electron estimate at $n=1$, giving p waves half of the total phase required by neutrality reduces the resistivity by a factor 0.38: from 3.8 to about 1.5 for free electrons at copper's density, or from 6.9 to about 2.6 if the factor is simply carried over to the lattice. The equal split is a choice, and the factor depends strongly on it: a quarter of the phase in p waves gives 0.78, three quarters 0.29. The estimate shows that the effect can be large and is not a prediction. Relaxation of the surrounding atoms and electron interactions are also left out.

For a vacancy fraction of $10^{-4}$ at half filling, the model gives $R=0.069$ µΩ cm, $\hbar/\tau=2c|T|=0.45$ meV, $\tau=1.5$ ps and a mean free path of 1.5 µm. In films or grains smaller than this, boundary scattering would compete. With a rough copper-like phonon coupling of 0.13 and Debye temperature of 340 K, phonons relax the current about 45 times faster than these vacancies at 300 K, but about $10^{-5}$ times as fast at 4.2 K. The vacancy part is therefore best measured in liquid helium. If the vacancies are placed at random, about $6\times10^{-4}$ of them have another next to them, and the lattice constant is $1.7\times10^{-4}$ of the mean free path, so pair scattering and localization corrections should be small. The remaining fillings and values of $U$ are in the numerical output.

## Table of computed values

```
hopping t = 1.00 eV, lattice constant a = 0.25 nm
band width 12t = 12.0 eV, defect U = 3.0 eV
G0 in 1/eV, vacancy T in eV:
 E=-4.0 eV G0=-0.2811-0.1520i T=+2.753-1.489i
 E=-2.0 eV G0=-0.3214-0.4546i T=+1.037-1.467i
 E=+0.0 eV G0=+0.0000-0.4482i T=-0.000-2.231i
 E=+2.0 eV G0=+0.3214-0.4546i T=-1.037-1.467i
 E=+4.0 eV G0=+0.2811-0.1520i T=-2.753-1.489i
resistivity in micro-ohm cm per at.%, U = 3 eV:
 n     E_F(eV)  vacancy  T-matrix  Born    T/Born
 0.10  -4.145   18.478    4.585    16.297  0.281
 0.25  -2.894    9.941    3.224    13.398  0.241
 0.50  -1.746    7.188    3.588    16.028  0.224
 0.75  -0.875    6.989    3.883    13.150  0.295
 1.00  +0.000    6.858    4.416    12.399  0.356
 1.25  +0.875    6.989    5.534    13.150  0.421
 1.50  +1.746    7.188    8.045    16.028  0.502
 1.75  +2.894    9.941   24.828    13.398  1.853
 1.90  +4.145   18.478   77.671    16.297  4.766
T-matrix = Born at E_F = 2.274 eV, n = 1.638
half filling, micro-ohm cm per at.%:
 U=  0.3 eV  T-matrix 0.1218  Born 0.124
 U=  1.0 eV  T-matrix 1.1472  Born 1.378
 U=  3.0 eV  T-matrix 4.4156  Born 12.4
 U= 10.0 eV  T-matrix 6.5325  Born 137.8
 U=100.0 eV  T-matrix 6.8542  Born 1.378e+04
 vacancy 6.8577
plane-wave test: E = 0.729 t, c = 0.01, rates in t/hbar
 vacancy: T-matrix 0.0435, survival 0.0436, velocity 0.0434
 U=3t: T-matrix 0.0331, survival 0.0329, velocity 0.0326
 U=3t: Born 0.0808
site-deletion test: error 2.0e-06 /t
n=1, vacancy fraction 1e-04: resistivity 0.0686 micro-ohm cm
 density of states 0.1427 /eV, |M| 1.0024 eV
 hbar/tau 0.4462 meV, tau 1.475 ps
 rms speed 1.007e+06 m/s, mean free path 1485 nm
neglected: vacancy neutrality needs Delta N = -n
 n=0.25: Delta N = -0.432, neutral s-wave/model = 0.372
 n=0.50: Delta N = -0.728, neutral s-wave/model = 0.604
 n=1.00: Delta N = -1.000, neutral s-wave/model = 1.000
 n=1, half the Friedel phase in p waves: factor 0.384 (free-electron)
 thermal smearing at 300 K: conductivity change -5.7e-05
 phonons (rough coupling 0.13, Debye 340 K): hbar/tau 21.1 meV at 300 K
 phonon/vacancy rate: 47.3 at 300 K, 8.2e-06 at 4.2 K
 vacancies with an adjacent vacancy: 6.0e-04; a/path 1.7e-04
```
